# Orbital momentum and g value of high-spin octahedral Co²⁺, part 2

A high-spin Co²⁺ ion (seven 3d electrons) sits in a regular octahedral ligand field. How much orbital momentum survives in its ground triplet, with which sign, and what $g$ value has the lowest spin-orbit level? Angular momenta are in units of $\hbar$, energies in cm⁻¹.

The Hamiltonian is $H=H_C+V+H_{SO}+H_Z$. The repulsion $H_C$ has Racah parameters $B=F_2-5F_4$ and $C=35F_4$, with reduced Slater integrals $F_2,F_4$. The field $V=\sum_i v_i$ has $v=-4Dq$ on the $t_2$ orbitals $yz,zx,xy$ and $+6Dq$ on the two $e$ orbitals, so $\operatorname{tr}v=0$. Further, $H_{SO}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ and $H_Z=\mu_B\,\boldsymbol{\mathcal B}\cdot(\mathbf L+g_e\mathbf S)$. On a basis $x,y,z$ the effective $\mathbf l$ is $(l_c)_{ab}=-i\,\epsilon_{cab}$, with $\mathbf l^2=2$. On a doublet the moment is $g\,\mathbf j$. Sphere averages use $u=\cos\vartheta$.

Assumptions: (A2) at $\zeta=0$ the lowest level is a spin quartet; (A3) $\zeta$ is small compared with its gaps $\Delta$ to other levels; (A4) $\mu_B\mathcal B$ is small compared with $\zeta$.

Define, with $0\le 2\theta<\pi/2$,

$$R=\sqrt{225B^2+180B\,Dq+100Dq^2},\qquad \tan2\theta=\frac{8Dq}{15B+6Dq},\qquad \lambda=-\frac{\zeta}{3}.$$

To be proved:

(a) The lowest quartet level is ${}^4T_1=\cos\theta\,|{}^4T_1(F)\rangle-\sin\theta\,|{}^4P\rangle$, and with $P$ its projector $P\mathbf LP=\alpha\,\mathbf l$, $\alpha=-\tfrac32+\tfrac52\sin^2\theta$.

(b) $\alpha$ rises monotonically from $-3/2$ at $Dq/B\to0$ to $-1$ at $Dq/B\to\infty$.

(c) To first order in $\zeta$, the levels $j=1/2,3/2,5/2$ of $\mathbf j=\mathbf l+\mathbf S$ have energies $\alpha\lambda\,(-\tfrac52,-1,+\tfrac32)$, with $j=1/2$ lowest.

(d) At zeroth order in $\zeta/\Delta$, $g_0=\tfrac53 g_e-\tfrac23\alpha$.

Already proved:

Lemma 1. The quartets are ${}^4F$ and ${}^4P$. For $M_S=3/2$ they are antisymmetric pairs of spin-down electrons beside a full spin-up shell, and $\mathbf L$ and $V$ act through the pair alone.

Lemma 2. $E({}^4P)-E({}^4F)=15F_2-75F_4=15B$. The energy of ${}^4F$ is the zero.

Lemma 3. On the quartet space, with projector $P_4$, $P_4H_{SO}P_4=\lambda\,\mathbf L\cdot\mathbf S$.

Characters of the octahedral rotation group O:

| |$E$|$8C_3$|$3C_2$|$6C_4$|$6C_2'$|
|---|---|---|---|---|---|
|$A_2$|1|1|1|−1|−1|
|$E$|2|−1|2|0|0|
|$T_1$|3|0|−1|1|−1|
|$T_2$|3|0|−1|−1|1|

**Lemma 4.** On the quartets, $H_C+V$ has a level ${}^4A_2$ at $12Dq$ and a level ${}^4T_2$ at $2Dq$, both purely ${}^4F$, and two ${}^4T_1$ levels given by the matrix

$$\begin{pmatrix}-6Dq&4Dq\\4Dq&15B\end{pmatrix}$$

in the basis $T_1(F)$, $P$.

*Proof.* A multiplet $L$ has the character $\sin[(L+\tfrac12)\varphi]/\sin(\varphi/2)$ for a rotation through $\varphi$. For $L=1$ this gives $(3,0,-1,1,-1)=T_1$. For $L=3$ it gives $(7,1,-1,-1,-1)$, which is the sum of the rows $A_2$, $T_1$ and $T_2$. So the ten states contain $A_2$ and $T_2$ once, inside F, and $T_1$ twice.

The eigenstates of $V$ are pairs of spin-down electrons in $t_2$ and $e$ orbitals: $t_2^2$ (3 states, $-8Dq$), $t_2e$ (6 states, $+2Dq$), $e^2$ (1 state, $+12Dq$). The full spin-up shell is invariant under all rotations. An antisymmetric pair from one representation has the character $\tfrac12[\chi(g)^2-\chi(g^2)]$, where $C_3^2$ is in class $C_3$, $C_4^2$ in class $C_2$, and the square of a half turn is $E$. For $t_2^2$ this gives $\tfrac12(9-3,\,0-0,\,1-3,\,1+1,\,1-3)=(3,0,-1,1,-1)=T_1$. For $e^2$ it gives $\tfrac12(4-2,\,1+1,\,4-2,\,0-2,\,0-2)=(1,1,1,-1,-1)=A_2$. For $t_2e$ the character is the product $(6,0,-2,0,0)=T_1+T_2$. Since $A_2$ and $T_2$ occur once, the states so labelled in the two classifications are the same, and they have energies $12Dq$ and $2Dq$ under $V$ and zero under $H_C$.

In both $T_1$ copies choose bases that transform as $x,y,z$ under O. Schur's lemma makes $V$ a $2\times2$ matrix times the unit matrix in the label $x,y,z$. Its eigenvalues are $-8Dq$ and $+2Dq$, so its trace is $-6Dq$ and its determinant $-16Dq^2$.

The element $V_{PP}$ vanishes. The P multiplet is invariant under every rotation $\mathcal R$, so $\operatorname{tr}_PV=\operatorname{tr}_P(\mathcal RV\mathcal R^{-1})$, and $V$ may be replaced in the trace by its average over all rotations. The average of $v$ commutes with all rotations on the irreducible d shell, so it is a multiple of the identity, and the multiple is zero because $\operatorname{tr}v=0$. Hence $3V_{PP}=0$.

The trace then gives $V_{FF}=-6Dq$, and the determinant $V_{FF}V_{PP}-|V_{FP}|^2=-16Dq^2$ gives $|V_{FP}|=4Dq$. An overall phase of the P basis makes $V_{FP}=+4Dq$. Adding $H_C=\operatorname{diag}(0,15B)$ completes the matrix. The averaging argument applied to F requires $3(-6)+3(2)+12=0$, which holds. ∎

**Lemma 5.** Let $\{|a\rangle\}$ and $\{|b'\rangle\}$ be two bases (possibly the same) that transform as $x,y,z$ under O. Then $\langle a|L_c|b'\rangle=\kappa\,(l_c)_{ab}$ with one constant $\kappa$. For $T_1(F)$ with itself $\kappa=\alpha_F=-3/2$, for P with itself $\kappa=\alpha_P=+1$, and between F and P $\kappa=0$.

*Proof.* The array $t_{acb}=\langle a|L_c|b'\rangle$ has three vector indices and is invariant under O. The half turn about $z$ reverses $x$ and $y$, so the number $n_x+n_y$ of indices equal to $x$ or $y$ must be even. The half turn about $x$ makes $n_y+n_z$ even. Then $n_x,n_y,n_z$ have the same parity, and their sum is 3, so each is 1. The threefold rotation makes cyclic permutations equal, and the quarter turn $x\to y$, $y\to-x$ gives $t_{xyz}=-t_{yxz}$. So $t$ is proportional to $\epsilon$, and hence to $(l_c)_{ab}$.

For P the matrices of $\mathbf L$ are those of an $L=1$ multiplet in a vector basis, so $\alpha_P=1$. Between F and P the elements vanish because $\mathbf L$ conserves $\mathbf L^2$.

All $L=3$ multiplets have the same matrices of $\mathbf L$ and of rotations, so the many-electron F term can be replaced by harmonic polynomials of degree three on the unit sphere. Take

$$f_x=x(5x^2-3r^2),\quad f_y=y(5y^2-3r^2),\quad f_z=z(5z^2-3r^2).$$

They are harmonic: $\nabla^2(5x^3)=30x$ and $\nabla^2(xr^2)=6x+4x$, so $\nabla^2f_x=30x-30x=0$. The operations of O permute the coordinates and change signs, so $f_x,f_y,f_z$ transform as $x,y,z$. They are mutually orthogonal by parity in single coordinates, and they span $T_1(F)$.

The averages over the sphere follow from $\langle z^{2n}\rangle=\tfrac12\int u^{2n}du=1/(2n+1)$ and from $x^2+y^2+z^2=1$. From $\langle x^2\rangle=\langle x^4\rangle+2\langle x^2y^2\rangle$ comes $\langle x^2y^2\rangle=\tfrac1{15}$. From $\langle y^4\rangle=\langle y^6\rangle+2\langle x^2y^4\rangle$ comes $\langle x^2y^4\rangle=\tfrac1{35}$. From $\langle x^2y^2\rangle=2\langle x^4y^2\rangle+\langle x^2y^2z^2\rangle$ comes $\langle x^2y^2z^2\rangle=\tfrac1{105}$.

The norm is $\langle f_y|f_y\rangle=\langle25y^6-30y^4+9y^2\rangle=\tfrac{25}7-6+3=\tfrac47$. Since $L_z$ annihilates $r^2$, $L_zf_x=(15x^2-3r^2)L_zx=iy(15x^2-3r^2)$. Then

$$\langle f_y|L_z|f_x\rangle=i\langle(5y^3-3y)\,y\,(15x^2-3)\rangle=i\left(\tfrac{75}{35}-\tfrac{15}5-\tfrac{45}{15}+\tfrac93\right)=-\tfrac67\,i .$$

Dividing by the norm gives $-\tfrac32 i$, to be compared with $(l_z)_{yx}=i$. So $\alpha_F=-3/2$. ∎

*Remark.* The magnitude exceeds 1 because the triplet is cut out of an $L=3$ multiplet. The eigenstate of $l_z$ with eigenvalue $+1$ is proportional to $f_x+if_y$. A quarter turn about $z$ multiplies it by $-i$, as it does $x+iy$, and the states of $L=3$ with this property are $M_L=1$ and $M_L=-3$. With weight $w$ on $M_L=-3$ the mean is $1-4w$, and the value $-3/2$ means $w=5/8$. The octahedron cannot distinguish $M_L=-3$ from $M_L=+1$, and the state that rotates like $m=+1$ circulates mainly in the opposite sense.

## Proof of (a) and (b)

Write the matrix of Lemma 4 as the mean $\bar E=\tfrac12(15B-6Dq)$ plus $\begin{pmatrix}-a&b\\b&a\end{pmatrix}$ with $a=\tfrac12(15B+6Dq)$ and $b=4Dq$. Take the orthonormal vectors $|-\rangle=(\cos\theta,-\sin\theta)$ and $|+\rangle=(\sin\theta,\cos\theta)$. The traceless part applied to $|-\rangle$ gives $(-a\cos\theta-b\sin\theta,\;b\cos\theta-a\sin\theta)$. Its overlap with $|+\rangle$ is $-a\sin2\theta+b\cos2\theta$, which vanishes for $\tan2\theta=b/a=8Dq/(15B+6Dq)$. Its overlap with $|-\rangle$ is $-a\cos2\theta-b\sin2\theta=-\sqrt{a^2+b^2}$. With

$$R=2\sqrt{a^2+b^2}=\sqrt{(15B+6Dq)^2+64Dq^2},$$

which expands to the form in the theorem, the energies are $E_\mp=\bar E\mp R/2$, and $\cos2\theta=(15B+6Dq)/R$. Since $R\ge15B+6Dq$, $E_-\le-6Dq$, which is below $2Dq$ and $12Dq$. The lower $T_1$ is the lowest quartet, and the gap to ${}^4T_2$ obeys $\Delta_2=2Dq-E_-\ge8Dq$.

The basis $|-,a\rangle=\cos\theta|F,a\rangle-\sin\theta|P,a\rangle$ transforms as $x,y,z$. By Lemma 5 the cross terms of $\mathbf L$ vanish, and

$$P\mathbf LP=(\alpha_F\cos^2\theta+\alpha_P\sin^2\theta)\,\mathbf l=\left(-\tfrac32+\tfrac52\sin^2\theta\right)\mathbf l .$$

This is (a). With $\sin^2\theta=\tfrac12(1-\cos2\theta)$ it reads $\alpha=-\tfrac14-\tfrac54\cos2\theta$.

Put $\xi=Dq/B$. Then $\tan2\theta=8\xi/(15+6\xi)$ has the derivative $120/(15+6\xi)^2>0$ and rises from 0 to $4/3$. So $\cos2\theta$ falls from 1 to $3/5$, $\sin^2\theta$ rises from 0 to $1/5$, and $\alpha$ rises from $-3/2$ to $-\tfrac14-\tfrac34=-1$. This is (b). ∎

*Remark (the two limits).* For small $\xi$, $\theta\approx4\xi/15$, and the ${}^4P$ weight is $(4Dq/15B)^2$, the square of coupling over gap. Then $\alpha\approx-\tfrac32+\tfrac8{45}\xi^2$ to leading order. For large $\xi$, $\tan2\theta\approx\tfrac43-\tfrac{10}{3\xi}$. Since $d(2\theta)=\cos^22\theta\;d\tan2\theta=-\tfrac9{25}\cdot\tfrac{10}{3\xi}=-\tfrac6{5\xi}$, the cosine changes by $+\tfrac45\cdot\tfrac6{5\xi}$, and $\alpha\approx-1-\tfrac6{5\xi}$. The approach to $-1$ is slow. Diagonalization of the quartet space gives the following, with $g_0$ for $g_e=2$.

| $Dq/B$ | $\alpha$ | $g_0$ |
|---|---|---|
| 0.1 | −1.4984 | 4.3322 |
| 0.5 | −1.4702 | 4.3135 |
| 1.0 | −1.4181 | 4.2787 |
| 1.5 | −1.3680 | 4.2454 |
| 2.0 | −1.3254 | 4.2169 |
| 5.0 | −1.1843 | 4.1228 |
| 50.0 | −1.0234 | 4.0156 |

*Remark (why the weight stops at 1/5).* ${}^4P$ has $\alpha_P=+1$, so its admixture always raises $\alpha$, but the field cannot drive the state to pure P. When $B$ is negligible the state is the eigenvector of $V$ alone, the configuration $t_2^2$ of the spin-down pair ($t_2^5e^2$ of the whole shell). Its factor follows without reference to F and P. Take $\tau_x=yz$, $\tau_y=zx$, $\tau_z=xy$, which have equal norms. Then $L_z\tau_x=z\,L_zy=-izx=-i\tau_y$, against $L_zx=+iy$ for p functions, and $L_z\tau_z=-i(x^2-y^2)$ lies outside $t_2$. The same holds cyclically, so on $t_2$ each one-electron $\mathbf l_i$ projects to $-\tilde{\mathbf l}_i$, where $\tilde{\mathbf l}_i$ is an $l=1$ set of matrices. Antisymmetric pairs of three states with $\tilde m=1,0,-1$ have $\tilde M=1,0,-1$ once each and form one multiplet $\tilde L=1$. The total is $P\mathbf LP=-\tilde{\mathbf L}$, so $\alpha=-1$, in agreement with $-\tfrac32\cdot\tfrac45+\tfrac15$.

*Remark (where high spin ends).* The configuration $t_2^6e$ has the field energy $6(-4)+6=-18Dq$, lower than the $-8Dq$ of $t_2^5e^2$, and it can only be a spin doublet. At large enough $Dq/B$ this gain outweighs the cost in repulsion. For $C=4B$ and $\zeta=0$, diagonalization of the full space puts the crossing at $Dq/B=1.94$, where $\alpha=-1.33$. For that ratio $C/B$ a ${}^4T_1$ ground state has $\alpha$ between $-1.5$ and $-1.33$, and the last three rows of the table describe a quartet that is no longer the ground level.

## Proof of (c) and (d)

By (A3), first-order degenerate perturbation theory applies within the twelve states of the lowest level. Lemma 3 and part (a) give

$$PH_{SO}P=\alpha\lambda\;\mathbf l\cdot\mathbf S .$$

The matrices $\mathbf l$ act on the orbital label and $\mathbf S$ on the spin label, so they commute and $\mathbf j=\mathbf l+\mathbf S$ is an angular momentum with $j=1/2,3/2,5/2$. From $\mathbf j^2=\mathbf l^2+\mathbf S^2+2\mathbf l\cdot\mathbf S$,

$$\mathbf l\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac{15}4\right]=-\tfrac52,\;-1,\;+\tfrac32 .$$

Both $\alpha$ and $\lambda$ are negative, so $\alpha\lambda>0$ and the order is $j=1/2$ lowest, $j=3/2$ at $\tfrac32\alpha\lambda$ above it, and $j=5/2$ at $4\alpha\lambda$. This is (c). In the free ion $\lambda<0$ favours $\mathbf L$ parallel to $\mathbf S$. It still does so here, but the true $\mathbf L$ is antiparallel to the effective $\mathbf l$, so the lowest level has the smallest $j$.

The state $j=m_j=1/2$ is a combination of products $|m_l,M_S\rangle$,

$$|\tfrac12\rangle=c_1|{-1},\tfrac32\rangle+c_2|0,\tfrac12\rangle+c_3|1,-\tfrac12\rangle ,$$

annihilated by $j_+=l_++S_+$. The ladder elements are $l_+|{-1}\rangle=\sqrt2|0\rangle$, $l_+|0\rangle=\sqrt2|1\rangle$, $S_+|\tfrac12\rangle=\sqrt3|\tfrac32\rangle$, $S_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$. The coefficient of $|0,\tfrac32\rangle$ gives $\sqrt2c_1+\sqrt3c_2=0$, and that of $|1,\tfrac12\rangle$ gives $\sqrt2c_2+2c_3=0$. So $c_2=-\sqrt{2/3}\,c_1$ and $c_3=c_1/\sqrt3$, and normalization gives the weights $c_1^2=\tfrac12$, $c_2^2=\tfrac13$, $c_3^2=\tfrac16$. The mean values are

$$\langle l_z\rangle=-\tfrac12+\tfrac16=-\tfrac13,\qquad\langle S_z\rangle=\tfrac34+\tfrac16-\tfrac1{12}=\tfrac56,$$

and their sum is $\tfrac12$, as it must be. Both $\mathbf l$ and $\mathbf S$ are vectors with respect to $\mathbf j$, so by the Wigner–Eckart theorem they are proportional to $\mathbf j$ within the doublet, with factors $-\tfrac13/\tfrac12=-\tfrac23$ and $\tfrac56/\tfrac12=\tfrac53$.

By (A4) the Zeeman term may be projected on the doublet. The projected moment is $\alpha\mathbf l+g_e\mathbf S\to(-\tfrac23\alpha+\tfrac53g_e)\mathbf j$, which is (d). For $g_e=2$ and $\alpha=-\tfrac32$, $g_0=\tfrac{10}3+1=\tfrac{13}3$. For $\alpha=-1$, $g_0=\tfrac{10}3+\tfrac23=4$. ∎

*Remark.* The larger part of $g_0$, namely $10/3$, is spin. It exceeds 2 because the doublet state labelled $m_j=1/2$ has $\langle S_z\rangle=5/6$. The orbital part adds to it because $\langle L_z\rangle=\alpha\langle l_z\rangle=-\alpha/3$ is positive, between $1/2$ and $1/3$. In terms of the angle, $g_0=\tfrac72+\tfrac56\cos2\theta$ for $g_e=2$. With the true $g_e=2.002319$ the weak-field limit is $4.3372$ in place of $13/3$.

## The correction of first order in $\zeta/\Delta$

**Lemma 6.** Let $P_F$ project on $T_1(F)$ and $Q_2$ on $T_2$, and let $\Lambda_{ab}=P_FL_aQ_2L_bP_F$. Then $\Lambda_{aa}=\tfrac{15}4l_a^2$, and $\Lambda_{ab}=-\tfrac{15}4l_al_b$ for $a\ne b$.

*Proof.* $\mathbf L$ keeps a state within F, where $1=P_F+Q_2+Q_A$ with $Q_A$ the projector on $A_2$. The action of $L_z$ and of $L_x=-i(y\partial_z-z\partial_y)$ on the basis is

$$L_zf_x=iy(15x^2-3r^2),\quad L_zf_y=-ix(15y^2-3r^2),\quad L_zf_z=0,$$
$$L_xf_y=iz(15y^2-3r^2),\quad L_xf_z=-iy(15z^2-3r^2),\quad L_xf_x=0 .$$

The $A_2$ function is the harmonic polynomial $xyz$, which is unchanged by threefold rotations and changes sign under quarter turns. It is odd in all three coordinates, while each function above is odd in one only, so $Q_AL_bP_F=0$. Therefore $\Lambda_{ab}=P_FL_aL_bP_F-\alpha_F^2l_al_b$ with $\alpha_F^2=\tfrac94$.

For $a=b=z$, $\langle f_x|L_z^2|f_x\rangle=\langle y^2(15x^2-3)^2\rangle=\tfrac{225}{35}-\tfrac{90}{15}+3=\tfrac{24}7$, which is 6 after division by the norm $\tfrac47$. The same holds for $f_y$, the element for $f_z$ is zero, and off-diagonal elements vanish by parity. Since $l_z^2=\operatorname{diag}(1,1,0)$, $P_FL_z^2P_F=6l_z^2$ and $\Lambda_{zz}=(6-\tfrac94)l_z^2$.

For $\Lambda_{xz}$ the elements of $L_xL_z$ between basis functions $f_p$ and $f_q$ are $\langle L_xf_p|L_zf_q\rangle$. Parity leaves only $p=z$, $q=x$, where both functions are odd in $y$. Complex conjugation turns $-i$ into $+i$ in the bra, so the element is

$$i\cdot i\,\langle y^2(15z^2-3)(15x^2-3)\rangle=-\left(\tfrac{225}{105}-\tfrac{45}{15}-\tfrac{45}{15}+3\right)=\tfrac67,$$

or $\tfrac32$ after division by the norm. The only nonzero element of $l_xl_z$ is in the same position: $(l_x)_{zy}(l_z)_{yx}=i\cdot i=-1$. So $P_FL_xL_zP_F=-\tfrac32l_xl_z$ and $\Lambda_{xz}=(-\tfrac32-\tfrac94)l_xl_z$. Operations of O carry the ordered pair $(x,z)$ into any other ordered pair up to signs, and they act alike on $\mathbf L$ and $\mathbf l$, so the result holds for all $a\neq b$. ∎

Parts (a) to (d) of the theorem are now proved, and Lemma 6 supplies the orbital matrix elements through ${}^4T_2$ needed for the next correction. What remains is the proof of (e), followed by a worked example and a discussion of effects outside the model.

Numerical values quoted here were computed with a short program.
